# BSIM3 effective drain voltage at zero and at large drain bias

**Question**

I am working through the BSIM3 MOSFET model. It replaces the drain-source voltage \(V\) in the current formula by a smoothed effective voltage

\[
x(V)=V_s-\tfrac12\left[V_s-V-\delta+\sqrt{(V_s-V-\delta)^2+4\delta V_s}\,\right],
\]

where \(V_s\) is the saturation voltage and \(\delta\) is a smoothing parameter in volts. I am asked to verify that \(x\) vanishes exactly at \(V=0\) and approaches \(V_s\) at large \(V\), for any positive \(\delta\).

At \(V=0\) I am left with \(\sqrt{(V_s-\delta)^2+4\delta V_s}\), and I would have thought that this gives zero only approximately, for small \(\delta\). At large \(V\) the bracket becomes \(-\infty+\infty\), and I do not know how to handle it. Does \(\delta\) really not matter? And how large must \(V\) be before I may call \(x\) saturated?

**Answer**

Both statements are true for every \(\delta>0\), given two conditions that the exercise leaves unsaid: \(V_s>0\), and \(V_s\) held fixed while \(V\) grows. The second can be relaxed, as shown below. I take \(V\ge 0\), since the model exchanges source and drain when the bias is negative.

**Zero bias**

Expand the radicand at \(V=0\):

\[
(V_s-\delta)^2+4\delta V_s=V_s^2+2\delta V_s+\delta^2=(V_s+\delta)^2 .
\]

The added term \(4\delta V_s\) turns one perfect square into another. The root is \(|V_s+\delta|\), which equals \(V_s+\delta\) because both quantities are positive. Then

\[
x(0)=V_s-\tfrac12\left[(V_s-\delta)+(V_s+\delta)\right]=V_s-V_s=0 .
\]

Nothing was assumed small. The sign of \(\delta\) does matter:

- If \(\delta<-V_s\), the root is \(-(V_s+\delta)\), and the same line gives \(x(0)=V_s+\delta\ne0\).
- If \(-V_s<\delta<0\), the radicand equals \(4\delta V_s<0\) at \(V=V_s-\delta\), so \(x\) is not real there.
- If \(\delta=0\), the formula reduces to \(\min(V,V_s)\). Both limits hold, but there is a corner at \(V=V_s\), which the smoothing is there to remove.

**A product that removes the \(\infty-\infty\)**

Write \(a=V_s-V-\delta\) and \(R=\sqrt{a^2+4\delta V_s}\), and define the gap to saturation

\[
u=V_s-x=\tfrac12(R+a).
\]

Define also

\[
w=V+\delta-x=u-a=\tfrac12(R-a),
\]

where the middle step uses \(u-a=V_s-x-V_s+V+\delta\). Since \(R>|a|\), both \(u\) and \(w\) are positive. Their product is

\[
uw=\tfrac14(R^2-a^2)=\delta V_s .
\]

So if \(w\) grows without limit, \(u\) must vanish. To use this we need bounds on \(x\).

Differentiate the product with respect to \(V\) at fixed \(V_s\). With \(u'=-x'\) and \(w'=1-x'\),

\[
-x'w+u(1-x')=0\quad\Rightarrow\quad x'=\frac{u}{u+w},
\]

which lies strictly between 0 and 1. Starting from \(x(0)=0\), this gives \(0<x<V\) for \(V>0\). Because \(u>0\), we also have \(x<V_s\). The smoothed voltage therefore rises steadily and stays below both the applied voltage and the saturation voltage.

At the origin \(u=V_s\) and \(w=\delta\), so

\[
x'(0)=\frac{V_s}{V_s+\delta}<1 .
\]

The value at zero bias is right for any \(\delta\), but the slope is not. The zero-bias conductance is too low by the fraction \(\delta/(V_s+\delta)\), relative to the same current formula without smoothing.

**Large bias**

From \(0<x<V_s\) we get \(V+\delta-V_s<w<V+\delta\). Inserting this in \(u=\delta V_s/w\) gives

\[
\frac{\delta V_s}{V+\delta}<V_s-x<\frac{\delta V_s}{V+\delta-V_s},
\]

where the upper bound requires \(V+\delta>V_s\). Both sides tend to zero as \(V\to\infty\), so \(x\to V_s\) from below. Since \(w/V\to1\), the gap behaves as \(\delta V_s/V\). This is a slow, algebraic approach, and \(x\) never reaches \(V_s\) at finite bias.

"Saturated" therefore needs a tolerance. For a chosen gap \(g\), with \(0<g<V_s\), set \(u=g\) and \(w=\delta V_s/g\). Then

\[
V=w-\delta+x=\frac{\delta V_s}{g}-\delta+V_s-g=(V_s-g)\left(1+\frac{\delta}{g}\right).
\]

At fixed \(g\) the required bias grows without bound as \(\delta\) grows, so the limit is not uniform in \(\delta\). To see the opposite order of limits, expand \((V_s-x)(V+\delta-x)=\delta V_s\). The terms \(\delta V_s\) cancel, leaving

\[
x^2-Sx+VV_s=0,\qquad S=V+V_s+\delta .
\]

Since \(x<V\) and \(x<V_s\), we have \(2x<S\), so \(x\) is the smaller root. Multiplying \(\tfrac12(S-\sqrt{S^2-4VV_s})\) above and below by the conjugate sum gives

\[
x=\frac{2VV_s}{S+\sqrt{S^2-4VV_s}}\le\frac{2VV_s}{S}.
\]

At fixed \(V\), this tends to zero as \(\delta\to\infty\). "Any positive \(\delta\)" thus means that \(\delta\) is chosen first and \(V\) is raised afterwards. In code this form gives an exact zero at \(V=0\), because its numerator vanishes, whereas the original difference can leave a rounding residue, of order \(10^{-16}\) V in double precision for voltages near 1 V. Its radicand should then be evaluated as \((V-V_s)^2+\delta(2V+2V_s+\delta)\), which is the same quantity. Written as \(S^2-4VV_s\) it loses digits near \(V=V_s\) and is less accurate there than the original formula, the more so the smaller \(\delta\) is.

**If \(V_s\) depends on the drain bias**

Drain-induced barrier lowering raises the gate overdrive with \(V\), and \(V_s\) with it. The zero survives, because the algebra at \(V=0\) needs only \(V_s(0)>0\). The bounds on the gap also survive, because they hold at each \(V\) for whatever value \(V_s\) has there.

If \(V_s\) stays below some constant \(M\), the gap is less than \(\delta M/(V+\delta-M)\) at large \(V\) and still vanishes.

If instead \(V_s\) grows as \(sV\) plus a constant, with \(0<s<1\), the upper bound tends to \(\delta s/(1-s)\), so \(u\) stays finite. Then \(w=V+\delta-V_s+u\) grows as \((1-s)V\), and

\[
u=\frac{\delta V_s}{w}\to\frac{\delta s}{1-s}.
\]

The gap no longer closes, although \(x/V_s\to1\).

**A transistor example**

Take a silicon n-channel device with a 250 nm channel, 5 nm oxide, 2.5 V supply, overdrive \(V_g=1\) V, 300 K and \(\delta=0.01\) V. The mobility is \(\mu=300\) cm²/Vs, the saturation velocity \(v_{\rm sat}=8\times10^6\) cm/s and the bulk-charge factor \(A=1.1\). These are rough values for the quarter-micron generation.

To find \(V_s\), let \(\varphi\) be the channel voltage and \(E=d\varphi/dy\). The carrier velocity is \(\mu E/(1+E/E_c)\) up to \(E_c=2v_{\rm sat}/\mu\), where it equals \(v_{\rm sat}\). The channel charge per area is \(C_{ox}V_g(1-\varphi/V_b)\), with \(V_b=(V_g+2kT/q)/A\). The thermal term is the model's interpolation, which keeps \(V_b\), and hence \(V_s\), from vanishing at small overdrive. The current per width \(I\) obeys \(I(1+E/E_c)=\mu C_{ox}V_g(1-\varphi/V_b)E\). Integrating over the channel length \(L\) gives

\[
I\left(L+\frac{V}{E_c}\right)=\mu C_{ox}V_g\left(V-\frac{V^2}{2V_b}\right).
\]

At saturation \(E=E_c\) at the drain end, so \(I=C_{ox}V_g(1-V_s/V_b)\,\mu E_c/2\). Insert this, write \(F=E_cL\), and multiply by 2:

\[
\left(1-\frac{V_s}{V_b}\right)(F+V_s)=2V_s-\frac{V_s^2}{V_b}.
\]

The terms in \(V_s^2\) cancel, leaving \(F=V_s(1+F/V_b)\), or

\[
V_s=\frac{FV_b}{F+V_b}=\frac{1.3333\times0.9561}{1.3333+0.9561}\ \text{V}=0.557\ \text{V}.
\]

Since \(V_s<F\), velocity saturation supplies the bound needed when barrier lowering is present, provided the mobility is held fixed as it is here. Without it, \(V_s=V_b\), and a barrier lowering of 0.03 V/V would give \(s=0.03/1.1=0.027\) and a permanent gap of 0.28 mV.

With \(V_s\) fixed, the numbers read as follows.

- At zero bias \(x=0\), but the conductance is low by \(0.01/0.5668=1.8\%\). The loss is larger at lower overdrive, where \(V_s\) is smaller: 4.9% at 0.2 V and 16% at 0.01 V.
- At \(V=V_s\) we have \(a=-\delta\), so the gap is \(\tfrac12(\sqrt{\delta^2+4\delta V_s}-\delta)=70\) mV. Putting \(x\) in the current formula gives a current 4.5% below its value at \(V_s\).
- At 2.5 V the gap is 2.8 mV, within the bounds 2.2 and 2.9 mV, and the current is 0.15% low.
- A gap of 1 mV needs \(V=0.5558\times(1+10)=6.1\) V, well above the supply. With \(\delta=0.001\) V it needs 1.1 V.

**What this saturation voltage leaves out**

A real device of this size departs from the simple \(V_s\) by more than the smoothing gap at the supply. The following are estimates at 2.5 V, each made with the other effects absent.

The largest comes from assuming that the gradual channel fills the whole length. Beyond the point where the field reaches \(E_c\), the carriers move at \(v_{\rm sat}\), so their charge per area stays fixed. With \(y\) now measured from that point, a Gauss balance over the junction depth (80 nm) gives \(\varphi''=(\varphi-V_s)/\lambda^2\), with \(\lambda^2\) equal to the permittivity ratio of silicon to oxide times oxide thickness times junction depth, so \(\lambda=35\) nm. The field is then \(E_c\cosh(y/\lambda)\), and this region takes up 108 nm. For the shortened channel \(V_s\) falls by 134 mV and the current rises by 34%. With so much of the channel consumed, these are crude figures, and they move with the decay length: \(\lambda=50\) nm gives 139 nm, 191 mV and 48%, and \(\lambda=20\) nm gives 73 nm, 81 mV and 20%.

Other shifts are smaller:

- Barrier lowering of 0.03 V/V raises \(V_s\) by 22 mV.
- A total series resistance of 400 Ω µm, split equally between source and drain, moves the knee seen at the terminals up by 73 mV and lowers the current by 6.6%, if the source drop only reduces the overdrive. Letting it also raise the threshold through the body effect (the factor \(A\)) gives 71 mV and 7.2%. The closed formula that BSIM3 itself uses for \(V_s\) with series resistance rests on a different approximation and gives about 49 mV.
- Carrier degeneracy raises the ratio of diffusion constant to mobility above \(kT/q\), by a factor of 1.6 with all electrons placed in the lowest subband. Scaling the thermal term in \(V_b\) by this factor adds 10 mV to \(V_s\). This is an upper estimate, since spreading the electrons over several subbands lowers the factor.
- At 400 K, with mobility 195 cm²/Vs, saturation velocity \(7\times10^6\) cm/s and a threshold 0.04 V lower, \(V_s\) rises by 89 mV.

With \(\lambda=35\) nm the drain field reaches 0.6 MV/cm, and rough local-field coefficients give 0.12 ionizing events per electron. This is a large overestimate, because electrons need some distance to gain energy: averaging the field over an energy-relaxation length of about 65 nm, with the same coefficients, lowers it to about 0.002. Both figures depend on the decay length: with \(\lambda\) near 50 nm the field is about 0.4 MV/cm and the ionization about half as large. Gate tunnelling is negligible here. The remaining values are in the numerical output.

## Computed results

```
T = 300 K, kT/q = 0.02585 V
channel 250 nm, oxide 5.0 nm
mobility 300 cm2/Vs, vsat 8.0e+06 cm/s
Abulk 1.1, overdrive 1.0 V, supply 2.5 V
Esat = 0.05333 MV/cm, Esat*L = 1.3333 V
Vb = 0.95609 V
Vs formula = 0.556817 V, channel integral = 0.556817 V
saturation current = 0.2307 mA/um
delta = 0.01 V: bias V, effective V, gap mV
     0.0000   0.000000   556.8172
     0.0500   0.049034   507.7828
     0.2000   0.194626   362.1907
     0.5568   0.487030    69.7875
     1.0000   0.544847    11.9706
     2.5000   0.553970     2.8467
    10.0000   0.556228     0.5890
   100.0000   0.556761     0.0560
delta V, slope at 0, knee gap mV, supply gap mV, V for 1 mV
  0.001 0.99821   23.102   0.2864    1.112
  0.010 0.98236   69.788   2.8467    6.114
  0.100 0.84775  191.209  26.8983   56.138
gap bounds at supply: 2.2184 to 2.8508 mV
zero-bias conductance error -1.764 %
current error at knee: -4.504 %
current error at supply: -0.152 %
largest double-precision residue at V=0: 2.22e-16 V
barrier lowering 0.03 V/V: Vs shift 22.46 mV
growing Vs: s = 0.02727, limiting gap 0.2804 mV
junction 80 nm, decay length 34.64 nm
channel shortening 107.9 nm
  Vs shift -134.1 mV, current +33.6 %
drain field 0.602 MV/cm
ionization per electron, local field: 0.121
series resistance 400 ohm um
  knee shift 72.7 mV, current -6.6 %
sheet density 4.311e+12 /cm2, degeneracy factor 1.616
  Vs shift 9.7 mV
400 K: mobility 195 cm2/Vs, vsat 7.0e+06 cm/s
  threshold drop 0.04 V, Vs shift 88.9 mV
tunnelling: 1.5 V, 3.1 eV, mass 0.4, 1e+14 /s
  transmission 3.3e-22, gate/drain 2.5e-19
```
